\section*{Transconductance of a silicon transistor with velocity-saturated electrons}

\section*{Question}

An n-channel silicon MOS transistor has a silicon dioxide gate insulator of thickness $t$ and relative permittivity $\kappa$. The source is at $x=0$ and the drain at $x=L$. The gate voltage exceeds the threshold voltage by the overdrive $U$. The transconductance $g$ is the derivative of the drain current with respect to gate voltage at fixed drain voltage. All currents and transconductances are per unit channel width.

Use atomic units in the algebra, $e=\hbar=m_e=4\pi\varepsilon_0=1$, and take charges, currents and fields as magnitudes. Assume strong inversion, a constant threshold, and a channel field that varies slowly enough for the local charge to follow the local gate-to-channel voltage. Until a part says otherwise, the electrons form a sheet at the oxide interface and the contacts have no resistance.

Data: $\kappa=3.9$; $t=1.0$ nm, which is $18.897$ bohr; saturated electron speed $v=10^7$ cm/s, which is $0.04571$ atomic units; $U=0.50$ V; low-field mobility $\mu=200$ cm$^2$/Vs; temperature 300 K. One atomic unit of transconductance per width is $4599.8$ mS/$\mu$m. The speed and mobility are rough typical values for electrons in a silicon channel.

\begin{enumerate}
\item[(a)] Derive the oxide capacitance per area $C$ from Coulomb's law. Find $g$ when every channel electron moves at speed $v$, evaluate it, and explain how it depends on $L$.
\item[(b)] Let the speed in a field $E$ be $\mu E/(1+E/E_c)$, with $\mu E_c=v$. Find the drain current and the drain voltage at which it saturates.
\item[(c)] Find $g$ in saturation and its limits for long and short channels. At what length does it reach 90\% of the value in (a)?
\item[(d)] A resistance $R=100$ $\Omega\,\mu$m, a rough typical value, lies between the source contact and the channel. What transconductance is measured?
\item[(e)] The electrons lie at a mean depth $d\approx1$ nm in silicon ($\kappa_s=11.7$) and fill a subband with two valleys and in-plane mass $m=0.19$. How does this change the answer to (a)?
\item[(f)] Suppose the electrons cross the channel without scattering. Is the value in (a) still an upper bound?
\item[(g)] Estimate the oxide field and the tunnelling current through the gate, and set the results beside a real transistor.
\end{enumerate}

\section*{Model answers}

\subsection*{(a) The saturated limit}

Consider a disc of radius $R_0$ with charge $\sigma$ per area. At height $z$ on its axis the potential is
\begin{equation}
\phi(z)=\int_0^{R_0}\frac{2\pi r\sigma\,dr}{\sqrt{r^2+z^2}}
=2\pi\sigma\left(\sqrt{R_0^2+z^2}-z\right).
\end{equation}
Place an opposite disc at distance $t$. The potential on the positive disc is $\phi(0)-\phi(t)$, which tends to $2\pi\sigma t$ as $R_0\to\infty$. On the negative disc it is $-2\pi\sigma t$. The difference is $4\pi\sigma t$, and the dielectric divides it by $\kappa$. Hence
\begin{equation}
C=\frac{\sigma}{4\pi\sigma t/\kappa}=\frac{\kappa}{4\pi t}.
\end{equation}

At threshold the mobile charge is negligible, so the overdrive $U$ induces a charge $Q=CU$ per area at the source. The current per width is charge per area times speed:
\begin{equation}
I=CUv,\qquad g_\infty=\frac{dI}{dU}=Cv=\frac{\kappa v}{4\pi t}.
\end{equation}
With the data,
\begin{equation}
g_\infty=\frac{3.9\times0.04571}{4\pi\times18.897}
=7.507\times10^{-4}\ \text{a.u.}=3.45\ \text{mS}/\mu\text{m}.
\end{equation}
In engineering units $C=3.453$ $\mu$F/cm$^2$. Since $1\ \mu$F/cm$^2$ times $10^7$ cm/s is 10 S/cm, or 1 mS/$\mu$m, the same result follows at once.

The length is absent because it enters twice and cancels. The gate capacitance per width is $CL$, and an electron crosses the channel in $L/v$. The quotient is $Cv$. The transit time itself does depend on length: at $L=50$ nm it is 0.50 ps.

\subsection*{(b) Current at finite length}

Let $V(x)$ be the channel potential relative to the source, so that $E=dV/dx$. The local gate-to-channel voltage is reduced by $V$, which gives $Q=C(U-V)$. In steady state $I$ is the same at every $x$:
\begin{equation}
I=C(U-V)\,\frac{\mu\,dV/dx}{1+(1/E_c)\,dV/dx}.
\end{equation}
Multiply by the denominator and integrate from $x=0$, $V=0$ to $x=L$, $V=V_d$:
\begin{align}
I\left(1+\frac{1}{E_c}\frac{dV}{dx}\right)&=\mu C(U-V)\frac{dV}{dx},\\
I\left(L+\frac{V_d}{E_c}\right)&=\mu C\left(UV_d-\tfrac12V_d^2\right).
\label{eq:triode}
\end{align}

The speed at the drain end cannot exceed $v$, and it approaches $v$ only as the field there grows without bound. The assumption of a slowly varying field then fails close to the drain, in a region taken to be much shorter than $L$. In this limit, reached at drain voltage $V_s$, the current is
\begin{equation}
I_s=Cv(U-V_s).
\label{eq:sat}
\end{equation}
Put this into (\ref{eq:triode}), use $v=\mu E_c$, and write $a=E_cL$:
\begin{align}
(U-V_s)(a+V_s)&=UV_s-\tfrac12V_s^2,\\
Ua+UV_s-aV_s-V_s^2&=UV_s-\tfrac12V_s^2,\\
\tfrac12V_s^2+aV_s-Ua&=0.
\end{align}
The positive root is
\begin{equation}
V_s=a\left(\sqrt{1+\frac{2U}{a}}-1\right).
\end{equation}

Setting $dI/dV_d=0$ in (\ref{eq:triode}) gives $(U-V_d)(L+V_d/E_c)=(UV_d-V_d^2/2)/E_c$, which is the same condition. The current therefore levels off at $V_s$ with zero slope. Beyond $V_s$, equation (\ref{eq:triode}) would require a drain-end speed above $v$, so it no longer applies. The current stays at $I_s$ if the extra voltage falls across a region at the drain much shorter than $L$, which is assumed here.

For the data, $E_c=v/\mu=0.050$ MV/cm. At $L=50$ nm this gives $a=0.25$ V and $V_s=0.25(\sqrt5-1)=0.309$ V. The current is $3.453\times(0.500-0.309)=0.66$ mA/$\mu$m.

\subsection*{(c) Transconductance at finite length}

Differentiate (\ref{eq:sat}) with respect to $U$. The saturation voltage also moves:
\begin{equation}
\frac{dV_s}{dU}=a\cdot\frac12\left(1+\frac{2U}{a}\right)^{-1/2}\frac2a
=\left(1+\frac{2U}{a}\right)^{-1/2}.
\end{equation}
Therefore
\begin{equation}
g=Cv\left[1-\left(1+\frac{2U}{E_cL}\right)^{-1/2}\right].
\label{eq:g}
\end{equation}

For a long channel, $2U\ll E_cL$, the expansion $(1+y)^{-1/2}\simeq1-y/2$ gives $g\simeq CvU/(E_cL)=\mu CU/L$. This is the constant-mobility result, inversely proportional to length. For a short channel, $E_cL\ll2U$,
\begin{equation}
g\simeq Cv\left(1-\sqrt{\frac{E_cL}{2U}}\right).
\end{equation}
The limit of part (a) is approached from below. With this speed law the approach is slow, because the deficit falls as the square root of $L$.

This also settles a question left open in (a). If all electrons have speed $v$, continuity requires uniform charge, whereas $Q=C(U-V)$ falls along the channel. As $L\to0$, $V_s\simeq\sqrt{2UE_cL}$ becomes small compared with $U$, so the charge becomes nearly uniform. The mean field $V_s/L$ nevertheless grows without bound, so the speed saturates.

At fixed overdrive $U=0.50$ V, equation (\ref{eq:g}) gives:
\begin{center}
\begin{tabular}{rcc}
$L$ (nm) & $g$ (mS/$\mu$m) & $g/g_\infty$\\
1000 & 0.30 & 0.09\\
100 & 1.46 & 0.42\\
50 & 1.91 & 0.55\\
20 & 2.41 & 0.70\\
10 & 2.70 & 0.78
\end{tabular}
\end{center}
Shortening the channel from 100 to 10 nm raises $g$ by a factor of 1.85, where constant mobility would give 10. Length matters less, but it still matters.

For 90\% of the limit the bracket in (\ref{eq:g}) must be 0.9, so $1+2U/(E_cL)=100$ and
\begin{equation}
L_{90}=\frac{2U}{99E_c}=2.0\ \text{nm}.
\end{equation}
Part (f) shows that the drift model cannot be trusted at this length.

These numbers depend strongly on the speed law. With $\mu E/\sqrt{1+(E/E_c)^2}$, often a better fit for electrons in silicon, the same calculation gives 0.74 of the limit at 50 nm, and 90\% is reached at about 13 nm.

\subsection*{(d) Source resistance}

The current lowers the overdrive felt by the channel to $U_i=U-IR$. With $g$ the intrinsic value at $U_i$, the chain rule gives
\begin{equation}
\frac{dI}{dU}=g\left(1-R\frac{dI}{dU}\right)
\quad\Rightarrow\quad
g_{\rm meas}=\frac{dI}{dU}=\frac{g}{1+gR}.
\end{equation}
For the limit of part (a), $g_\infty R=0.345$, and the measured value falls to $3.453/1.345=2.57$ mS/$\mu$m.

At $L=50$ nm the result is 1.55 mS/$\mu$m. Inserting $g=1.91$ from the table would give 1.60. The difference arises because $U_i$ is smaller than $U$ and, by (\ref{eq:g}), $g$ increases with overdrive.

\subsection*{(e) Depth and filling of the electron layer}

Let $n$ be the number of electrons per area. Adding $dn$ electrons now costs three increments of gate voltage. The oxide takes $dn/C$. The silicon between the interface and the electrons takes $4\pi d\,dn/\kappa_s$, if the layer is treated as a sheet at a fixed depth $d$; a layer spread about that depth would take somewhat less. The Fermi energy $F$, measured from the subband edge, rises by $dF$. Thus
\begin{equation}
\frac1{C_{\rm eff}}=\frac1C+\frac{4\pi d}{\kappa_s}+\frac{dF}{dn}.
\end{equation}

To find $dF/dn$, count states. With two spins and two valleys, the number per area inside a circle of radius $k$ is $4\pi k^2/(2\pi)^2=k^2/\pi$. Since $k^2=2m\epsilon$, the density of states is constant, $D=2m/\pi$. At temperature $T$, with $k_B$ Boltzmann's constant,
\begin{equation}
n=D\int_0^\infty\frac{d\epsilon}{1+e^{(\epsilon-F)/k_BT}}
=Dk_BT\ln\left(1+e^{F/k_BT}\right).
\end{equation}
Differentiate, then use $1+e^{F/k_BT}=e^{n/Dk_BT}$:
\begin{equation}
\frac{dn}{dF}=D\,\frac{e^{F/k_BT}}{1+e^{F/k_BT}}
=D\left(1-e^{-n/Dk_BT}\right).
\end{equation}

Take the density that part (a) assigns to the source, $n=CU=1.08\times10^{13}$ cm$^{-2}$. Then $n/(Dk_BT)=2.63$, so the electrons are degenerate. The three capacitances are 3.453, 10.36 and 23.6 $\mu$F/cm$^2$, and
\begin{equation}
C_{\rm eff}=\left(\frac1{3.453}+\frac1{10.36}+\frac1{23.6}\right)^{-1}
=2.33\ \mu\text{F/cm}^2.
\end{equation}
At this fixed density the saturated limit becomes $C_{\rm eff}v=2.33$ mS/$\mu$m, about one third below the value in (a). The silicon depth contributes more of the loss than the filling of states does.

\subsection*{(f) Electrons that do not scatter}

Without scattering, and with a drain voltage high enough that no electrons return, the source end of the channel contains electrons with $k_x>0$ alone. At low temperature they fill half a disc in $k$ space up to the Fermi speed $v_F=\sqrt{2F/m}$. The average of $k/k_F$ over the disc is $2/3$, and that of $\cos\theta$ over the half circle is $2/\pi$. The mean forward speed is therefore $4v_F/(3\pi)$.

Let $J$ be the electron flux per width. Since $n\propto F$ and $v_F\propto F^{1/2}$, $J\propto n^{3/2}$, and
\begin{equation}
\frac{dJ}{dn}=\frac32\,\frac Jn=\frac{2v_F}{\pi}.
\end{equation}
This derivative, not the mean speed, replaces $v$ in the transconductance, because added electrons enter at the Fermi energy and are faster than average.

At 300 K and $n=1.08\times10^{13}$ cm$^{-2}$, summing over the occupied forward states gives a mean speed of $2.2\times10^7$ cm/s and $dJ/dn=3.15\times10^7$ cm/s. Doubling the mesh from 300 to 600 points along each $k$ axis changes the latter by $3.2\times10^{-6}$ of its value. With the series terms of (e), recomputed for forward states alone, $g\approx6.8$ mS/$\mu$m.

This is about twice the value in (a), but it holds for the fixed density $CU$. With the series terms included, an overdrive of 0.50 V gives only about 5 to $7\times10^{12}$ cm$^{-2}$, depending on the density at which the threshold is defined, and the same one-subband estimate falls to between about 4.6 and 5.3 mS/$\mu$m. Spreading the electrons over several subbands lowers the Fermi energy above each edge and hence the speeds, which can remove most of the remaining excess over (a). The value in (a) is still a ceiling of the drift model and not a general upper bound, because without scattering nothing holds the electrons to the speed $v$.

The same speed shows where drift fails. If collisions remove momentum in a time $\tau$, force balance $mu/\tau=E$ for drift speed $u$ gives $\mu=\tau/m$, so $\tau=m\mu$. The mean forward speed times $\tau$ is 4.8 nm, a low estimate of the free path because it counts only motion along the channel. The length over which an electron is turned back, the sheet conductivity $n\mu$ divided by the ballistic conductance per width of the gas in (e), is about 13 nm. Both exceed $L_{90}=2.0$ nm, and a 10 nm channel is shorter than the second. The region at the drain where the field varies rapidly can also be several nanometres long, which is not much shorter than such a channel. The last rows of the table in (c) are thus model values outside or near the edge of the model's range.

\subsection*{(g) Oxide field, leakage and the real device}

The oxide field due to the channel charge is $U/t=5.0$ MV/cm, half of a rough breakdown field of 10 MV/cm. Depletion charge would add to it.

For tunnelling, take a barrier $B=3.1$ eV, an oxide mass $m_{\rm ox}=0.4$, and an energy of motion towards the oxide $\epsilon_z=0.2$ eV with mass $m_z=0.92$, all rough values. The WKB transmission is
\begin{equation}
P\simeq\exp\left[-2\int_0^t\sqrt{2m_{\rm ox}\left(B-\frac{Uz}{t}-\epsilon_z\right)}\,dz\right]
=2.6\times10^{-5}.
\end{equation}
Solving the wave equation for the same barrier, with a silicon-like band in the gate, gives $2.2\times10^{-5}$.

The field pulling electrons to the interface falls from $4\pi n/\kappa_s$ to zero across the layer, so its mean is $f=2\pi n/\kappa_s$. An electron reverses its momentum from $-p$ to $p$, with $p=\sqrt{2m_z\epsilon_z}$, in a time $2p/f$. It thus strikes the oxide at a rate $f/(2p)=2.9\times10^{13}$ s$^{-1}$. Density times rate times transmission gives about $10^3$ A/cm$^2$. Applied to the whole of a 50 nm channel, this source-end value is $8\times10^{-4}$ of the drain current; since the density and the oxide drop fall towards the drain in saturation, the sum along the channel is nearer $5\times10^{-4}$. It hardly alters $g$, but it is a steady gate current for as long as the transistor is held on.

A 1 nm oxide lies at the thin end of what silicon transistors have used, and the leakage shows why. An insulator of higher permittivity can have the same $\kappa/t$, and so the same $C$, while being thicker. In a real device the assumptions of part (a) fail in both directions. Finite electron depth and state filling lower 3.45 to 2.33 mS/$\mu$m, and the source resistance then lowers it to $2.33/1.233=1.9$ mS/$\mu$m. Ballistic motion acts the other way. Depletion in a doped silicon gate would add another series term and reduce $g$ further. Heating that lowers $v$ lowers the saturated limit by the same fraction. The figure of about 3.5 mS/$\mu$m is thus a scale for judging transistors with this oxide, not a prediction for one of them. Most of the computed values are collected in the numerical output below.

\section*{Computed values}
\begin{verbatim}
oxide relative permittivity           3.9
oxide thickness                       1.0 nm
oxide thickness, atomic units         18.897 bohr
saturated speed                       1.0e+07 cm/s
saturated speed, atomic units         0.04571 a.u.
oxide capacitance                     3.453 uF/cm2
LIMIT g = C v, atomic units           7.5071e-04 a.u.
unit of g: 1 a.u.                     4599.8 mS/um
LIMIT g = C v                         3.453 mS/um
same from SI formula                  3.453 mS/um
gate overdrive                        0.50 V
mobility (rough)                      200 cm2/Vs
temperature                           300 K
critical field Ec                     0.050 MV/cm
g at L = 1000 nm                      0.301 mS/um, 0.087 of limit
g at L =  100 nm                      1.459 mS/um, 0.423 of limit
g at L =   50 nm                      1.909 mS/um, 0.553 of limit
g at L =   20 nm                      2.412 mS/um, 0.698 of limit
g at L =   10 nm                      2.700 mS/um, 0.782 of limit
Ec L at L = 50 nm                     0.250 V
saturation voltage at 50 nm           0.309 V
saturated current at 50 nm            0.659 mA/um
transit time at v over 50 nm          0.50 ps
length for 90% of limit               2.02 nm
mean free path (rough)                4.8 nm
oxide field                           5.0 MV/cm
breakdown field (rough input)         10 MV/cm
source resistance (rough input)       100 ohm um
limit with source resistance          2.57 mS/um
g at 50 nm with source resistance     1.55 mS/um
sheet density at source               1.08e+13 cm-2
degeneracy n/(D kT)                   2.63
in-plane, normal mass (rough)         0.19, 0.92 m_e
silicon relative permittivity         11.7
charge depth (rough input)            1.0 nm
charge-depth capacitance              10.36 uF/cm2
density-of-states capacitance         23.6 uF/cm2
effective capacitance                 2.33 uF/cm2
limit with effective capacitance      2.33 mS/um
ballistic mean speed                  2.22e+07 cm/s
ballistic d(flux)/dn                  3.15e+07 cm/s
its shift, 300 to 600 mesh points     3.2e-06 (relative)
ballistic g, one subband (rough)      6.8 mS/um
barrier, electron energy (rough)      3.1, 0.2 eV
oxide tunnelling mass (rough)         0.4 m_e
oxide transmission: wave, WKB         2.2e-05, 2.6e-05
attempt rate                          2.9e+13 s-1
gate leakage (rough)                  1e+03 A/cm2
gate/drain current at 50 nm           8e-04
\end{verbatim}
